# Relaxation Line of a Cubic (001) Epilayer in Reciprocal Space

## Form of the answer from scaling and symmetry

A strained cubic layer on a (001) substrate has two lattice parameters, $a_\parallel$ in the plane and $a_\perp$ along the normal. An $hkl$ reflection has in-plane momentum transfer $Q_\parallel\propto 1/a_\parallel$ and out-of-plane momentum transfer $Q_\perp\propto 1/a_\perp$. The factors of proportionality contain the Miller indices and do not change with strain. Logarithmic changes therefore do not depend on the reflection:

$$
\frac{d\ln Q_\perp}{d\ln Q_\parallel}=\frac{d\ln a_\perp}{d\ln a_\parallel}.
$$

The right side is a pure number, fixed by how the layer responds to being stretched equally in all in-plane directions. The fourfold axis along [001] forbids a linear response that tilts the normal, so the response is one normal strain proportional to the in-plane strain. Call the constant of proportionality $-D$. It is dimensionless, so it can depend on ratios of elastic constants but not on their common scale. Hence

$$
\frac{dQ_\perp}{dQ_\parallel}=-D\,\frac{Q_\perp}{Q_\parallel}.
$$

This form holds in the limit of small strain, at the relaxed node. Elasticity has to supply $D$.

## Assumptions and theorem

The layer's relaxed lattice parameter is $a_L$. Its strains, measured from that relaxed state, are

$$
e=\frac{a_\parallel-a_L}{a_L},\qquad e_\perp=\frac{a_\perp-a_L}{a_L},
$$

so compression is negative. The assumptions are:

1. The composition is fixed, and with it $a_L$, $C_{11}$ and $C_{12}$.
2. The in-plane strain is the same in all in-plane directions and uniform through the layer.
3. The upper surface is free of traction, and linear elasticity holds.
4. The layer's [001] axis is parallel to the normal used as the $Q_\perp$ axis.
5. The diffraction peak lies at the reciprocal-lattice node, and the reflection is asymmetric, with $Q_\parallel\ne0$ and $l\neq 0$.

**Theorem.** Under these assumptions, as $e$ varies, the $hkl$ node moves along a curve whose tangent at the relaxed node is

$$
\boxed{\frac{dQ_\perp}{dQ_\parallel}=-\frac{2C_{12}}{C_{11}}\,\frac{Q_\perp}{Q_\parallel}},\qquad \frac{Q_\perp}{Q_\parallel}=\frac{l}{\sqrt{h^2+k^2}}.
$$

Here $Q_\perp$ is the vertical coordinate and $Q_\parallel>0$ the horizontal one. The tangent is the small-strain relaxation line.

## Lemma 1: strain along the normal

**Lemma 1.** For in-plane principal strains $e_1$ and $e_2$ along any two perpendicular in-plane directions,

$$
e_\perp=-\frac{C_{12}}{C_{11}}(e_1+e_2).
$$

For $e_1=e_2=e$ this is $e_\perp=-De$ with $D=2C_{12}/C_{11}$.

**Proof.** In a laterally uniform layer the stress depends at most on the height $z$. Force balance then reads $\partial\sigma_{i3}/\partial z=0$, so each $\sigma_{i3}$ is constant through the layer. It vanishes at the free surface and hence everywhere. Along the cube axes, Hooke's law gives

$$
\sigma_{13}=2C_{44}e_{13},\qquad \sigma_{23}=2C_{44}e_{23},
$$
$$
\sigma_{33}=C_{11}e_{33}+C_{12}(e_{11}+e_{22}).
$$

The first two conditions give $e_{13}=e_{23}=0$. The third gives $e_{33}=-(C_{12}/C_{11})(e_{11}+e_{22})$. The sum $e_{11}+e_{22}$ is the trace of the in-plane strain and is unchanged by rotation about the normal, so it equals $e_1+e_2$. $\square$

The constant $C_{44}$ has dropped out because no shear strain enters $\sigma_{33}$ in these axes. Mechanical stability of a cubic crystal requires $C_{11}>C_{12}$ and $C_{11}+2C_{12}>0$, which gives $-1<D<2$. For the usual case $C_{12}>0$, a layer compressed in the plane expands along the normal.

## Lemma 2: position of the node

**Lemma 2.** Let $Q_{\parallel0}$ and $Q_{\perp0}$ be the coordinates of the relaxed node. Then

$$
Q_\parallel=\frac{Q_{\parallel0}}{1+e},\qquad Q_\perp=\frac{Q_{\perp0}}{1-De}.
$$

**Proof.** The strained cell has perpendicular edges $a_\parallel,a_\parallel,a_\perp$. With the convention that includes $2\pi$, its reciprocal vectors have lengths $2\pi/a_\parallel$, $2\pi/a_\parallel$, $2\pi/a_\perp$ along the same axes. Therefore

$$
Q_\parallel=\frac{2\pi\sqrt{h^2+k^2}}{a_\parallel},\qquad Q_\perp=\frac{2\pi l}{a_\perp}.
$$

Insert $a_\parallel=a_L(1+e)$ and, from Lemma 1, $a_\perp=a_L(1-De)$. Setting $e=0$ identifies the numerators as $Q_{\parallel0}$ and $Q_{\perp0}$. $\square$

## Proof of the theorem

Differentiate Lemma 2 with respect to $e$:

$$
\frac{dQ_\parallel}{de}=-\frac{Q_{\parallel0}}{(1+e)^2},\qquad
\frac{dQ_\perp}{de}=+\frac{D\,Q_{\perp0}}{(1-De)^2}.
$$

The second sign is positive because the minus sign from differentiating a reciprocal meets the minus sign in $1-De$. Dividing,

$$
\frac{dQ_\perp}{dQ_\parallel}=-D\,\frac{Q_{\perp0}}{Q_{\parallel0}}\left(\frac{1+e}{1-De}\right)^2.
$$

At $e=0$ the bracket is 1, which proves the theorem. $\square$

For $D>0$ and $l>0$, compression moves the node outward in $Q_\parallel$ and down in $Q_\perp$. If the ratio is read at a strained node instead, Lemma 2 gives

$$
\frac{Q_\perp}{Q_\parallel}=\frac{Q_{\perp0}}{Q_{\parallel0}}\,\frac{1+e}{1-De}\approx\frac{Q_{\perp0}}{Q_{\parallel0}}\,[1+(1+D)e],
$$

so the choice of node alters the slope at first order in strain. With the ratio read at the strained node, $-DQ_\perp/Q_\parallel$ equals the slope of the chord from the relaxed node to that node. The local slope there carries the factor $(1+e)/(1-De)$ twice.

**Remark 1 (limits of $D$).** If $C_{12}=0$, the normal spacing ignores the in-plane strain and the line is horizontal. At the stability limit $C_{12}=C_{11}$, $D=2$ and $e_\perp=-2e$: the volume is conserved to first order and the line is steepest for a given reflection.

**Remark 2 (symmetric reflections).** For $h=k=0$ the node stays at $Q_\parallel=0$ and moves vertically. Its height gives $a_\perp$ alone, which cannot separate the two unknowns $a_L$ and $e$. An asymmetric reflection supplies both $a_\parallel$ and $a_\perp$.

**Remark 3 (angle to the radial ray).** The ray from the origin to the relaxed node has slope $r=Q_{\perp0}/Q_{\parallel0}$, while the relaxation line has slope $-Dr$. They are perpendicular when the product of slopes is $-1$, that is, when $Dr^2=1$. This is a coincidence of material and reflection.

## Beyond the tangent

**Proposition.** Put $x=Q_\parallel/Q_{\parallel0}$, $y=Q_\perp/Q_{\perp0}$ and $u=x-1$. Within linear elasticity the node obeys

$$
y-1=-\frac{D\,u}{1+(1+D)u},
$$

and its departure from the tangent is

$$
y-1+Du=\frac{D(1+D)u^2}{1+(1+D)u}.
$$

**Proof.** Lemma 2 gives $e=1/x-1$. Substitution in $y=1/(1-De)$ and multiplication above and below by $x$ give

$$
y=\frac{1}{1-D(1/x-1)}=\frac{x}{(1+D)x-D}.
$$

Subtract 1. The numerator becomes $x-(1+D)x+D=-D(x-1)=-Du$, and the denominator is $(1+D)(1+u)-D=1+(1+D)u$. Adding $Du$ gives

$$
Du\left[1-\frac{1}{1+(1+D)u}\right]=\frac{D(1+D)u^2}{1+(1+D)u}.\qquad\square
$$

For $D>0$ and small $u$ of either sign the curve lies above its tangent. Nonlinear elasticity also changes $e_\perp$ at order $e^2$, so the proposition is the geometrical part of the curvature, not a full second-order theory. The tangent is unaffected.

## Corollary: reading a reciprocal-space map

Let the substrate be an unstrained cubic crystal with parameter $a_S$. Divide the layer's coordinates by those of the substrate node with the same indices:

$$
x_s=\frac{Q_\parallel}{Q_{\parallel S}}=\frac{a_S}{a_\parallel},\qquad
y_s=\frac{Q_\perp}{Q_{\perp S}}=\frac{a_S}{a_\perp}.
$$

**Corollary.** The small-strain estimate of $s=a_S/a_L$ is

$$
s=\frac{y_s+Dx_s}{1+D}.
$$

**Proof.** A relaxed cubic crystal has $x_s=y_s=s$. The substrate node has the same ratio $l/\sqrt{h^2+k^2}$ as the relaxed layer node, so normalization removes that ratio and the relaxation line has slope $-D$. The line through the measured point meets $x_s=y_s=s$ when $s-y_s=-D(s-x_s)$. Collecting $s$ gives the result; division is allowed because $1+D>0$. $\square$

In an alloy $D$ depends on the composition being sought. It is taken from a first estimate of the composition and updated if needed.

The direct-space version avoids the small-strain step in reciprocal space:

$$
a_\perp+Da_\parallel=a_L(1-De)+Da_L(1+e)=(1+D)a_L,
$$

hence $a_L=(a_\perp+Da_\parallel)/(1+D)$.

To find the error of the line estimate, write $s_0$ for the true ratio, so that $x_s=s_0x$ and $y_s=s_0y$. The proposition gives

$$
\frac{s}{s_0}-1=\frac{y+Dx}{1+D}-1=\frac{Du^2}{1+(1+D)u}.
$$

The degree of relaxation is

$$
R=\frac{a_\parallel-a_S}{a_L-a_S},
$$

which is 0 for a layer matched to the substrate in the plane and 1 for a relaxed layer.

## Worked example

Take $a_S=0.543$ nm, $a_L=0.549$ nm, $C_{11}=155$ GPa, $C_{12}=60$ GPa and the 224 reflection. These round values lie in the regime of silicon-germanium with roughly 30% germanium on Si(001). The rounding puts $D$ slightly high: silicon has about 0.771, germanium about 0.752, and interpolated constants give about 0.766 for this alloy. Then

$$
D=\frac{2(60)}{155}=0.774,\qquad \frac{Q_\perp}{Q_\parallel}=\frac{4}{\sqrt8}=1.414,
$$

and the slope is $-0.774\times1.414=-1.095$. On equal axis scales the line makes an angle of $-47.6^\circ$ with the $Q_\parallel$ axis.

The relaxed node is at $(32.371,\,45.779)$ nm$^{-1}$, written as $(Q_\parallel,Q_\perp)$. A fully strained layer has

$$
e=\frac{0.543-0.549}{0.549}=-1.093\%,\qquad e_\perp=-De=+0.846\%,
$$

and its node is at $(32.728,\,45.395)$ nm$^{-1}$, directly below the substrate node at $(32.728,\,46.285)$ nm$^{-1}$. The displacement from the relaxed node is $(0.358,-0.384)$ nm$^{-1}$. The chord slope is $-1.074$, smaller in magnitude than the tangent slope by 1.9%. The proposition accounts for this: $u=0.3577/32.371=0.01105$, and $1/(1+1.774u)=0.981$.

For a partly relaxed layer, a node was generated with $R=0.6$ by locating the maximum of the summed scattering amplitude of a strained block of $10\times10\times10$ lattice points. It lies at $(32.513,\,45.625)$ nm$^{-1}$, so $x_s=0.993414$ and $y_s=0.985735$. The line gives

$$
s=\frac{0.985735+0.7742(0.993414)}{1.7742}=0.989086,
$$

or $a_L=0.54899$ nm. The relative error of $s$ is $1.5\times10^{-5}$, as the corollary predicts for $u=0.0044$.

In direct space $a_\parallel=0.54660$ nm and $a_\perp=0.55086$ nm, giving

$$
a_L=\frac{0.55086+0.7742(0.54660)}{1.7742}=0.54900\ \text{nm},\qquad
R=\frac{0.00360}{0.00600}=0.600.
$$

The line estimate gives $R=0.601$. The relative error is larger in $R$ than in $a_L$ because $R$ divides by the small difference $a_L-a_S$. The extra digits here show the error of the approximation; they do not represent experimental accuracy.

## When the assumptions fail

A useful measure of failure is the vertical offset from the line,

$$
w=\Delta Q_\perp-m\,\Delta Q_\parallel,\qquad m=-D\frac{Q_{\perp0}}{Q_{\parallel0}},
$$

where the increments are taken from the relaxed node. The inputs below are rough values chosen for the example.

**Composition.** A change $\delta a$ in $a_L$ moves the relaxed node along its radial ray, with $\Delta Q_i=-Q_{i0}\,\delta a/a_L$ to first order. Since $-mQ_{\parallel0}=DQ_{\perp0}$,

$$
w=-(1+D)Q_{\perp0}\frac{\delta a}{a_L}.
$$

A germanium fraction higher by 0.01 corresponds here to $\delta a\approx0.0002$ nm and gives $w=-0.030$ nm$^{-1}$. For the inputs chosen here this is the largest of the offsets evaluated. The same formula converts an offset that affects the layer node alone into an apparent error of $a_L$ when the map is read with the line. An effect that also moves the substrate node, such as refraction or warming, largely cancels in the normalized coordinates.

**Tilt.** A small rotation $\tau$ of the layer towards larger $Q_\parallel$ gives $\Delta Q_\parallel=\tau Q_{\perp0}$ and $\Delta Q_\perp=-\tau Q_{\parallel0}$. Hence

$$
w=-\tau(Q_{\parallel0}+mQ_{\perp0}).
$$

For $\tau=0.05^\circ=8.7\times10^{-4}$ rad, $w=+0.015$ nm$^{-1}$, which would be read as a germanium fraction too low by about 0.005. At the opposite azimuth the same tilt has the opposite sign relative to the outward $Q_\parallel$ direction. Averaging the two measurements cancels the first-order offset and leaves $-0.00003$ nm$^{-1}$.

**Uneven relaxation.** Suppose $Q_\parallel$ lies along principal direction 1. Lemma 1 gives $e_\perp=-(D/2)(e_1+e_2)$. At fixed $e_1$, an excess $e_2-e_1$ raises the node by approximately $Q_{\perp0}(D/2)(e_2-e_1)$. An excess of 0.11%, one tenth of the full strain, gives $w=+0.019$ nm$^{-1}$. If the layer relaxes along direction 1 while $e_2$ stays fixed, then $de_\perp=-(D/2)de_1$, and the small-strain slope has half the magnitude stated in the theorem.

**Orientation.** For a (111) layer, let $n$ be the unit normal and $e_n$ the normal strain. In cube axes the strain tensor is $e\,\delta_{ij}+(e_n-e)n_in_j$, with $n_in_j=1/3$. Each diagonal strain is $(2e+e_n)/3$ and each off-diagonal strain is $(e_n-e)/3$. With $B=C_{11}+2C_{12}$, the normal stress is

$$
n_i\sigma_{ij}n_j=\frac{B(2e+e_n)+4C_{44}(e_n-e)}{3}.
$$

Setting it to zero gives

$$
-\frac{e_n}{e}=\frac{2B-4C_{44}}{B+4C_{44}}.
$$

For $C_{44}=77$ GPa this is 0.415 instead of 0.774. The coefficient $2C_{12}/C_{11}$ belongs to the (001) orientation.

**Elastic constants and finite strain.** Raising $C_{12}$ by 2 GPa shifts the fully strained node by $-0.013$ nm$^{-1}$. Geometrical curvature puts that node $0.0075$ nm$^{-1}$ above the line. Using finite strain with third-order constants $C_{111}=-800$, $C_{112}=-450$ and $C_{123}=-75$ GPa, values close to those of silicon, adds $0.0014$ nm$^{-1}$. This is the net of $+0.0037$ nm$^{-1}$ from the finite-strain measure and $-0.0023$ nm$^{-1}$ from the third-order constants. A 5% change of $C_{111}$ moves it between $0.0010$ and $0.0018$ nm$^{-1}$, so only its order of magnitude is meaningful.

**Refraction and temperature.** For a wavelength of 0.154 nm and a refractive-index decrement of $8\times10^{-6}$, refraction raises the apparent node by $0.0026$ nm$^{-1}$. Most of this comes from the beam at $8.1^\circ$ to the surface, since the shift per beam varies approximately as $1/\sin\alpha$, where $\alpha$ is that angle. This decrement is close to that of silicon; the alloy's value, about $1.0\times10^{-5}$, gives $0.0033$ nm$^{-1}$. The substrate node is raised by about $0.002$ nm$^{-1}$ as well, so most of the shift cancels when the map is normalized to it. Warming the layer by 10 K, with an expansion coefficient of $3.1\times10^{-6}$ K$^{-1}$, gives $w=-0.0025$ nm$^{-1}$ in absolute coordinates. Relative to a substrate that warms with it at $2.6\times10^{-6}$ K$^{-1}$, the offset is $-0.0004$ nm$^{-1}$.

Thermal mismatch acts differently. Suppose a layer is fully relaxed at growth, then cools by 550 K with its in-plane spacing following a thick substrate. An expansion mismatch of $0.5\times10^{-6}$ K$^{-1}$ leaves a tensile strain of 0.028%. The node moves along the relaxation line, with negligible offset, and $R$ becomes 1.025. This mismatch is on the low side for 30% germanium; interpolating between silicon and germanium gives $0.7$ to $0.9\times10^{-6}$ K$^{-1}$ and $R$ near 1.04. A value slightly above one is therefore compatible with the model.

**Comparison with real layers.** The lattice parameters and elastic constants above are typical in size for silicon-germanium of this composition. Real relaxed layers contain misfit dislocations, so strain and tilt vary locally and broaden the peak; that broadening is not modelled here. Composition gradients break the first assumption, with the offset found above for each 0.01 of germanium fraction. Finite thickness $t$ also matters: the thickness interference function falls from its maximum to its first zero over $2\pi/t$, which is $0.031$ nm$^{-1}$ for 200 nm. That thickness suits a relaxed layer; a fully strained one at this misfit would normally be much thinner. At 20 nm the same width is $0.31$ nm$^{-1}$, close to the whole vertical path of $0.38$ nm$^{-1}$, so a useful reading needs the peak centre to a small fraction of this width. The numerical output lists the inputs and offsets in full.

## Table of computed values

```
a_S, a_L = 0.5430, 0.5490 nm; reflection (2, 2, 4)
C11, C12, C44 = 155, 60, 77 GPa
D = 2 C12/C11 = 0.7742; for a (111) layer 0.4151
Q_perp/Q_par = 1.4142
slope of relaxation line = -1.0949
angle of line to Q_par axis = -47.59 deg
full in-plane strain = -1.0929 %
full normal strain = 0.8461 %
substrate node (Q_par, Q_perp) = 32.7284, 46.2850 1/nm
relaxed node (Q_par, Q_perp) = 32.3707, 45.7791 1/nm
fully strained node (Q_par, Q_perp) = 32.7284, 45.3950 1/nm
partly relaxed node (Q_par, Q_perp) = 32.5129, 45.6247 1/nm
fully strained minus relaxed = 0.3577, -0.3841 1/nm
chord slope, full strain = -1.0738
chord/tangent slope = 0.9808
curvature coefficient D(1+D) = 1.3736
partly relaxed: x_s, y_s = 0.993414, 0.985735
partly relaxed: a_par, a_perp = 0.54660, 0.55086 nm
s from line = 0.989086; relative error = 1.48e-05
a_L from line, direct = 0.548992, 0.549000 nm
R from line, direct = 0.6008, 0.6000
Inputs for neglected effects (rough):
third-order constants = (-800.0, -450.0, -75.0) GPa
a_L change for Ge +0.01 = 0.0002 nm; tilt = 0.05 deg
uneven strain = 0.1093 %; C12 error = 2 GPa
wavelength = 0.154 nm; index decrement = 8.0e-06
beam angles to surface = 8.14, 78.67 deg
expansion layer, substrate = 3.1e-06, 2.6e-06 1/K
warming = 10 K; cooling from growth = 550 K
Vertical offsets from the line:
  curvature at full strain: +0.00753 1/nm
  third-order elasticity: +0.00139 1/nm
  Ge fraction +0.01: -0.02958 1/nm
  layer tilt: +0.01546 1/nm
  uneven relaxation: +0.01924 1/nm
  C12 error: -0.01269 1/nm
  refraction: +0.00264 1/nm
  sample warmer: -0.00252 1/nm
largest offset: Ge fraction +0.01
tilt offset after azimuth average = -0.000031 1/nm
thickness = 200 nm; peak width 2 pi/t = 0.0314 1/nm
thermal mismatch strain = 0.0275 %
R with thermal strain = 1.0252; offset = +0.000005 1/nm
```
